\section*{Sham's exchange gradient coefficient and the order of the screening limit}

\section*{Question}

I want the coefficient $\mu$ in the exchange gradient expansion $E_x=\int n\,e_x^{\rm LDA}(n)\,(1+\mu s^2)\,d^3r$, $s=|\nabla n|/(2k_Fn)$. I took the first-order exchange response of the uniform gas, replaced $4\pi/k^2$ by $4\pi/(k^2+\lambda^2)$ to make every integral finite, expanded to order $q^2$ and let $\lambda\to0$. That gave Sham's $7/81$. I have also seen $10/81$. Removing a regulator at the end should give the Coulomb result, so which number belongs to the Coulomb interaction, and where does the other calculation go wrong?

\section*{Answer}

The Coulomb value is $10/81$. Your $7/81$ has no algebraic error: it is the weak-screening limit of the Yukawa coefficient, which describes $q\ll\lambda$. For small $q$ and $\lambda$ the $q^2$ coefficient depends on $\xi=q/\lambda$ and rises by $3/81$ between $\xi=0$ and $\xi=\infty$.

I use atomic units, a spin-unpolarised gas at $T=0$, and $E_x$ as the Fock energy of the Kohn--Sham determinant with $v(k)=4\pi/(k^2+\lambda^2)$. Momenta are in units of $k_F$ unless $k_F$ is shown, $\epsilon=\lambda^2$, and $q<2$.

\subsection*{The kernel}

Perturb the Kohn--Sham potential by $2w\cos(\mathbf q\cdot\mathbf r)$. For one spin the density matrix $\rho$ is a projector, with unperturbed occupations $\theta_k$. First-order theory gives $\rho^{(1)}_{k+q,k}=-w(\theta_k-\theta_{k+q})/\Delta$, where $\Delta$ is the level difference $(|\mathbf k+\mathbf q|^2-k^2)/2$. The second-order diagonal of $\rho^2=\rho$ reads $(1-2\theta_k)\rho^{(2)}_{kk}=\sum_\pm|\rho^{(1)}_{k\pm q,k}|^2$, so $\rho^{(2)}_{kk}=-w^2\sum_\pm(\theta_k-\theta_{k\pm q})/\Delta_\pm^2$. With both spins,
\begin{equation}
E_x=-\frac1V\sum v(\mathbf k-\mathbf p)\,\rho_{kk'}\rho_{p'p},\qquad \mathbf k-\mathbf k'=\mathbf p-\mathbf p'.
\end{equation}
The terms $\rho^{(2)}\rho^{(0)}$ give $2\sum_k\Sigma_k\rho^{(2)}_{kk}$ with $\Sigma_k=-V^{-1}\sum_p v\,\theta_p$. Shifting $\mathbf k\to\mathbf k+\mathbf q$ in the $-\mathbf q$ term turns this into $-2w^2\sum_k(\theta_k-\theta_{k+q})(\Sigma_k-\Sigma_{k+q})/\Delta^2$, and $\Sigma_k-\Sigma_{k+q}=-V^{-1}\sum_pv\,(\theta_p-\theta_{p+q})$. The terms $\rho^{(1)}\rho^{(1)}$ occur once for each of $\pm\mathbf q$. Centring the momenta, $\mathbf k\to\mathbf k-\mathbf q/2$, define $g_k=\theta(1-|\mathbf k-\mathbf q/2|)-\theta(1-|\mathbf k+\mathbf q/2|)$ and $\Delta_k=\mathbf k\cdot\mathbf q$. Then $\Delta E_x=V\chi_1w^2$ with
\begin{equation}
\chi_1=\int\!\!\int\frac{d^3k\,d^3p}{(2\pi)^6}\,v\,g_kg_p\Big[\frac{2}{\Delta_k^2}-\frac{2}{\Delta_k\Delta_p}\Big]=\int\!\!\int\frac{d^3k\,d^3p}{(2\pi)^6}\,v\,g_kg_p\Big(\frac1{\Delta_k}-\frac1{\Delta_p}\Big)^2,
\label{chi1}
\end{equation}
the second form by symmetrising in $\mathbf k,\mathbf p$. The first term is the self-energy part, the second the vertex part. As a functional of $n$, $E_x$ has no linear change, because the unperturbed $v_x$ is constant and $N$ is fixed. Its quadratic change from the components $\pm\mathbf q$ is $Vf\,\delta n_q^2$, with $\delta n_q=\chi_0w$ and $\chi_0=-2\int d^3k\,(2\pi)^{-3}g_k/\Delta_k$. Hence $f=\chi_1/\chi_0^2$.

With $e_x^{\rm LDA}=-3k_F/4\pi$, the gradient term is $-\frac{3\mu}{16\pi k_Fn}\int|\nabla n|^2$. The modulation has $\int|\nabla n|^2=2Vq^2\delta n_q^2$, so $f_{\rm grad}=-3\mu q^2/(8\pi k_Fn)=-\frac{9\pi}{8}\mu q^2/k_F^4$ with $n=k_F^3/3\pi^2$. I therefore define
\begin{equation}
f(q,\lambda)=-\frac{\pi}{k_F^2}\Big[L(\lambda)+\frac98\,\mu_{\rm eff}(q,\lambda)\,q^2\Big],
\label{def}
\end{equation}
where $L$ is the $q=0$ value. At any $\lambda$, $\mu_{\rm eff}$ is measured against the Coulomb $e_x^{\rm LDA}$.

\subsection*{Expanding in $q$ first}

Since $|\mathbf k\mp\mathbf q/2|^2=k^2+q^2/4\mp\Delta_k$ and $\theta(Y+\Delta)-\theta(Y-\Delta)=\Delta\int_{-1}^1\delta(Y+\sigma\Delta)\,d\sigma$,
\begin{equation}
D(\mathbf k)\equiv\frac{g_k}{\Delta_k}=\int_{-1}^{1}d\sigma\,\delta\big(1-k^2-\tfrac{q^2}{4}+\sigma\Delta_k\big)=2\delta-\frac{q^2}{2}\delta'+\frac{\Delta_k^2}{3}\delta''+\dots,
\label{D}
\end{equation}
all at argument $1-x$, $x=k^2$. On an isotropic $h(x)$ use $d^3k\to2\pi\sqrt x\,dx$, the angular mean $\Delta_k^2\to q^2x/3$, and $\int dx\,\delta^{(j)}(1-x)H(x)=H^{(j)}(1)$. The leading part $D_0$ gives $4\pi h(1)$, and the $q^2$ part gives
\begin{equation}
\int d^3k\,D_2h=2\pi q^2\Big[-\tfrac12(x^{1/2}h)'+\tfrac19(x^{3/2}h)''\Big]_1=2\pi q^2\Big[-\frac h6-\frac{h'}6+\frac{h''}9\Big]_1,
\label{D2}
\end{equation}
from $(x^{1/2}h)'=h/2+h'$ and $(x^{3/2}h)''=\frac34h+3h'+h''$. For $h=1$ this yields $\chi_0=-(k_F/\pi^2)(1-q^2/12)$.

The vertex part of (\ref{chi1}) is $-2\int\!\!\int vDD$, and its $q^2$ term is $-4\int D_2\Psi$ with $\Psi(x)=\int d^3p\,v\,D_0(p)=\int d\Omega_p\,v$ on the unit sphere. With $b=x+1+\epsilon$,
\begin{equation}
\Psi=8\pi^2\!\int_{-1}^1\!\frac{d\nu}{b-2k\nu}=4\pi^2\psi,\qquad \psi=\frac{\ell}{\sqrt x},\qquad \ell=\ln\frac{b+2k}{b-2k}.
\end{equation}
The self-energy part is $2\int D\,S$ with $S=\Delta_k^{-1}\int d^3p\,v\,g_p$. Let $U(x)=\int d^3p\,v(\mathbf k-\mathbf p)\theta(1-p)$. Then $\int v\,g_p=U(x+\frac{q^2}4-\Delta_k)-U(x+\frac{q^2}4+\Delta_k)$, so $S=-2U'-\frac{q^2}2U''-\frac13\Delta_k^2U'''+\dots$. Moving the gradient onto the step function gives $dU/dk=-8\pi^2\int\nu\,d\nu/(b-2k\nu)$. Writing $\nu=[b-(b-2k\nu)]/2k$ makes the integral $b\ell/4x-1/k$, and dividing by $dx/dk=2k$,
\begin{equation}
U'=4\pi^2\phi,\qquad \phi=\frac1x-\frac{\omega\ell}{4},\qquad \omega=x^{-1/2}+(1+\epsilon)x^{-3/2}.
\end{equation}
At order $q^0$ the sum is $4\pi\cdot4\pi^2(-4\phi-2\psi)$. At $x=1$, $\ell=\ln(1+4/\epsilon)$ and $\omega=2+\epsilon$, so $\psi+2\phi=2-\epsilon\ell/2$. Dividing by $(2\pi)^6$, $\chi_1(0)=-L/\pi^3$ with $L=1-\frac\epsilon4\ln(1+4/\epsilon)$.

At order $q^2$ the self-energy part has $D_2$ acting on $-2U'$ and $D_0$ on the $q^2$ part of $S$. In units of $4\pi q^2\cdot4\pi^2$ these are $\frac13\phi+\frac13\phi'-\frac29\phi''$ and $-\phi'-\frac29\phi''$, and the vertex part is $\frac13\psi+\frac13\psi'-\frac29\psi''$. Since $16\pi^3/(2\pi)^6=1/4\pi^3$,
\begin{align}
\chi_1&=-\pi^{-3}\big[L-\tfrac14Tq^2\big],\\
T&=\tfrac13\phi-\tfrac23\phi'-\tfrac49\phi''+\tfrac13\psi+\tfrac13\psi'-\tfrac29\psi''.
\end{align}
Let $N=b^2-4x$ and $m=4+\epsilon$. With $dk/dx=1/2k$, $\ell'=(1+1/k)/(b+2k)-(1-1/k)/(b-2k)=2(1+\epsilon-x)/(kN)$. At $x=1$, $N=\epsilon m$ and $N'=2b-4=2\epsilon$. Differentiating the factors $1+\epsilon-x$, $1/k$ and $1/N$ in turn,
\begin{equation}
\ell'=\frac2m,\qquad \ell''=-\frac{2}{\epsilon m}-\frac1m-\frac4{m^2}.
\end{equation}
Also $\psi'=\ell'-\ell/2$, $\psi''=\ell''-\ell'+\frac34\ell$, $\omega'=-2-\frac32\epsilon$, $\omega''=\frac92+\frac{15}4\epsilon$, $\phi'=-1-\frac14(\omega'\ell+\omega\ell')$ and $\phi''=2-\frac14(\omega''\ell+2\omega'\ell'+\omega\ell'')$. The constant in $T$ is $\frac13+\frac23-\frac89=\frac19$. The coefficient of $\ell$ is $-\frac\omega{12}+\frac{\omega'}6+\frac{\omega''}9+\frac13-\frac16-\frac16=\frac\epsilon{12}$, that of $\ell'$ is $\frac\omega6+\frac{2\omega'}9+\frac13+\frac29=\frac49-\frac\epsilon6$, and that of $\ell''$ is $\frac\omega9-\frac29=\frac\epsilon9$. So
\begin{equation}
T=\frac19+\frac{\epsilon\ell}{12}+\frac{6-4\epsilon}{9m}-\frac{4\epsilon}{9m^2}.
\end{equation}
Dividing by $\chi_0^2$ multiplies by $1+q^2/6$, so (\ref{def}) gives $\frac98\mu=\frac L6-\frac T4$, or $81\mu=12L-18T$:
\begin{equation}
81\,\mu(\lambda)=10-\frac92\,\epsilon\ln\Big(1+\frac4\epsilon\Big)-\frac{12-8\epsilon}{4+\epsilon}+\frac{8\epsilon}{(4+\epsilon)^2}.
\label{muY}
\end{equation}
As $\epsilon\to0$, $T\to\frac19+\frac16=\frac5{18}$ and $81\mu\to10-3=7$. This is your result. Because $\chi_1$ is linear in $v$, a positive normalised mixture of Yukawa forms with ranges scaled by one $\lambda$ has the same limit.

At large $\epsilon$ the terms of (\ref{muY}) are $10$, $-18+36/\epsilon$, $8-44/\epsilon$ and $8/\epsilon$, which cancel through $1/\epsilon$. At that order $v$ is the constant $4\pi/\epsilon$, a contact interaction, whose exchange energy $-\frac{\pi}{\epsilon}\int n^2$ is local.

At small $\epsilon$ the term $\frac\epsilon9\ell''$ is a vanishing coefficient times $\ell''\approx-1/2\epsilon$ and leaves $-\frac1{18}$ in $T$. A second derivative of size $1/\epsilon$ means that $\psi$ and $\phi$ vary sharply within $|k-1|\sim\lambda$, while $D$ samples a shell of thickness $\sim q$. Truncating the expansion (\ref{D}) of $D$ at $\delta''$ is therefore justified for $q\ll\lambda$.

\subsection*{The response without expansion}

Take $z$ along $\mathbf q$ and $u=k_\perp^2$, so $d^3k=\frac12du\,d\varphi\,dz$. The mean over the relative azimuth is $\langle(A-B\cos\varphi)^{-1}\rangle=(A^2-B^2)^{-1/2}$ with $A=u+u'+c$, $B=2\sqrt{uu'}$, $c=(z-z')^2+\epsilon$. The measure gives $\frac14(2\pi)^2=\pi^2$, and $4\pi\cdot\pi^2/(2\pi)^6=1/16\pi^3$. With $\Delta_k=qz$,
\begin{align}
\chi_1&=\frac{I}{16\pi^3},\qquad I=\int\!\!\int dz\,dz'\,\frac{(z-z')^2}{q^2z^2z'^2}\,J,\qquad J=\int\!\!\int du\,du'\,\frac{g\,g'}{R},\label{I}\\
R^2&=(u-u')^2+2c(u+u')+c^2 .
\end{align}
At given $z$, $g={\rm sgn}\,z$ for $u\ge0$ between $1-(|z|+q/2)^2$ and $1-(|z|-q/2)^2$, and zero elsewhere. $J$ follows from four corner values of
\begin{equation}
W=u\ln(u'-u+c+R)+u'\ln(u-u'+c+R)+\tfrac12R .
\end{equation}
Indeed $R^2=(u'-u+c)^2+4uc$ gives $\partial_{u'}\ln(u'-u+c+R)=1/R$, so the two logarithmic terms have mixed derivative $2/R-(uR_u+u'R_{u'})/R^2$. Homogeneity, $uR_u+u'R_{u'}+cR_c=R$, makes this $1/R+c(u+u'+c)/R^3$. From $R_u=(u-u'+c)/R$, $\frac12R_{uu'}=-c(u+u'+c)/R^3$, so $\partial_u\partial_{u'}W=1/R$.

I evaluated the remaining $z,z'$ integral by composite Gauss--Legendre quadrature, folded to $0<z'<z$, with panels graded towards $z=0$, $z=1\pm q/2$, $z-z'=0$ and $z-z'=q$. Then $\mu_{\rm eff}=\frac89[-I/(16F^2)-L]/q^2$, where $F=\frac12+\frac{1-\eta^2}{4\eta}\ln\frac{1+\eta}{1-\eta}$, $\eta=q/2$, is the Lindhard factor in $\chi_0=-k_FF/\pi^2$. At $\lambda=1$, $81\mu_{\rm eff}=2.2835$ and $2.2790$ for $q=0.2$ and $0.1$. Removing the $q^2$ drift, $(4\times2.2790-2.2835)/3=2.2775$, the value of (\ref{muY}). At $\lambda=0.5$ the extrapolation is $4.5706$ and (\ref{muY}) gives $4.5704$. At $\lambda=0$ the values are $10.0588$ and $10.0146$, and $(4\times10.0146-10.0588)/3=9.9999$.

\subsection*{What the expansion misses}

Substituting $u=1-q^2/4-z^2+qz\sigma$, as in (\ref{D}), gives $J=q^2zz'\int\!\!\int d\sigma\,d\sigma'/R$ (with $u,u'\ge0$) and
\begin{equation}
I=\int\!\!\int dz\,dz'\,\frac{(z-z')^2}{zz'}\int_{-1}^1\!\!\int_{-1}^1\frac{d\sigma\,d\sigma'}{R}.
\end{equation}
Write $I=-16[L-\frac14Tq^2]+\Delta I$, where $\Delta I$ integrates the integrand minus its Taylor terms through $q^2$. Comparing with (\ref{def}), $-\Delta I/16=\frac98\Delta\mu\,q^2$ at leading order, so $\mu_{\rm eff}=\mu(\lambda)+\Delta\mu$ with $\Delta\mu=-\Delta I/18q^2$.

Since $R^2\ge c^2$, $1/R$ is smooth in $q$ unless $c$ is small, so a remainder of order $q^2$ must come from $y=z-z'\sim q,\lambda$. Keep leading order there, at fixed $\xi$: $zz'\approx z^2$, $u+u'\approx2(1-z^2)$, $c^2$ negligible, and $u-u'\approx-z(2y-a)$ with $a=q(\sigma-\sigma')$. These replacements fail in strips of width $\sim q$ at $z=0,\pm1$; by power counting, not by a strict bound, such strips add $o(q^2)$ to $\Delta I$. Completing the square,
\begin{equation}
R^2\approx z^2(2y-a)^2+4(1-z^2)(y^2+\lambda^2)=4\big[(y-y_0)^2+M^2\big],
\end{equation}
with $y_0=z^2a/2$, $M^2=(1-z^2)\lambda^2(1+\tau)$, $\tau=z^2a^2/4\lambda^2$, and $y_0^2=z^2\lambda^2\tau$. Let $H(a)=\int_{-Y}^Y y^2dy/R$ with $Y\gg q,\lambda$. Put $y=r+y_0$, $P=\sqrt{r^2+M^2}$, limits $-Y-y_0$ and $Y-y_0$. The primitives of $r^2/P$, $r/P$, $1/P$ are $\frac12[rP-M^2\,{\rm arsinh}(r/M)]$, $P$ and ${\rm arsinh}(r/M)$. For large $|r|$, $|r|P\to r^2+M^2/2$ and ${\rm arsinh}\to\ln(2|r|/M)$, so
\begin{align}
\int\frac{r^2}{P}&=Y^2+y_0^2+\frac{M^2}2-\frac{M^2}{2}\ln\frac{4Y^2}{M^2},\qquad 2y_0\!\int\frac rP=-4y_0^2,\nonumber\\
y_0^2\!\int\frac1P&=y_0^2\ln\frac{4Y^2}{M^2},
\end{align}
and $H$ is half their sum. $M^2$ and $y_0^2$ are quadratic polynomials in $a$, so the Taylor subtraction removes every term except the part of $\frac14(M^2-2y_0^2)\ln M^2$ that contains $\ln(1+\tau)$. With $M^2-2y_0^2=\lambda^2[(1-z^2)+(1-3z^2)\tau]$, and the linear term $(1-z^2)\tau$ subtracted, the remainder is $\frac{\lambda^2}4G$,
\begin{equation}
G=\big[(1-z^2)+(1-3z^2)\tau\big]\ln(1+\tau)-(1-z^2)\tau .
\end{equation}
The cutoff has dropped out. Set $|\sigma-\sigma'|=2t$, so $\tau=z^2t^2\xi^2$ and $\int\!\!\int d\sigma\,d\sigma'=8\int_0^1(1-t)\,dt$; evenness in $z$ gives a factor $2$. Then $\Delta I=4\lambda^2\int\!\!\int(1-t)G/z^2$ and
\begin{equation}
\Delta\mu(\xi)=-\frac{2}{9\xi^2}\int_0^1dz\int_0^1dt\,(1-t)\,\frac{G}{z^2}.
\label{dmu}
\end{equation}

For small $\xi$, the coefficient of $\tau^j$ in $G$ ($j\ge2$) is $(-1)^{j-1}[\frac{1-z^2}j-\frac{1-3z^2}{j-1}]$. Against $z^{2j-2}$ the two terms integrate to $\frac{2}{j(4j^2-1)}+\frac{4}{4j^2-1}=\frac{2}{j(2j-1)}$, and $\int(1-t)t^{2j}dt=\frac1{(2j+1)(2j+2)}$. Thus
\begin{equation}
\Delta\mu=\frac49\sum_{j\ge2}\frac{(-1)^j\,\xi^{2j-2}}{j(2j-1)(2j+1)(2j+2)}=\frac{\xi^2}{405}-\dots
\end{equation}
The coefficients fall as a power of $j$, so the radius of convergence is $\xi=1$. The Yukawa kernel has a $q^4$ term growing as $1/\lambda^2$, and in the scaling limit (\ref{dmu}) its gradient series converges for $q<\lambda$ and diverges for $q>\lambda$. That range shrinks to nothing as the screening is removed.

For large $\xi$, $G/z^2\to t^2\xi^2[(1-3z^2)(\ln z^2+\ln t^2\xi^2)-(1-z^2)]$. The $\ln t^2\xi^2$ term vanishes because $\int_0^1(1-3z^2)dz=0$; without this $\Delta\mu$ would grow as $\ln\xi$, its $\ln\lambda$ would cancel against one in $\mu(\lambda)$, and the Coulomb kernel would carry $q^2\ln q$. With $\int_0^1\ln z=-1$ and $\int_0^1z^2\ln z=-\frac19$, the rest is $2(-1+\frac13)-\frac23=-2$, and $\int_0^1(1-t)t^2dt=\frac1{12}$:
\begin{equation}
\Delta\mu(\infty)=-\frac29\cdot(-2)\cdot\frac1{12}=\frac1{27},\qquad \mu_{\rm Coulomb}=\frac7{81}+\frac3{81}=\frac{10}{81},
\end{equation}
the value that the $\lambda=0$ quadrature approaches. The first correction comes from $z\sim1/\xi$. With $\beta=t\xi$, the dropped pieces are $\int_0^\infty z^{-2}\ln(1+\beta^2z^2)\,dz=\int_0^\infty 2\beta^2dz/(1+\beta^2z^2)=\pi\beta$, by parts, and $\beta^2\int_0^\infty\ln(1+1/\beta^2z^2)\,dz=\pi\beta$, which is the same integral after $\beta z\to1/\beta z$. With $\int(1-t)t\,dt=\frac16$, $\Delta\mu\approx\frac1{27}(1-2\pi/\xi)$, so the approach is slow. Quadrature of (\ref{dmu}) with a root search puts half the jump at $\xi=6.88$.

At $\xi=2,8,32$, (\ref{dmu}) gives $81\Delta\mu=0.4782$, $1.6312$, $2.5169$. The full $81[\mu_{\rm eff}-\mu(\lambda)]$ from (\ref{I}) is $0.4828$, $1.6381$, $2.5254$ at $q=0.08$ and $0.4793$, $1.6329$, $2.5190$ at $q=0.04$. The excess over (\ref{dmu}) falls by about four when $q$ is halved, so at these points the neglected strips show no term linear in $q$.

\subsection*{A modulated gas}

Take round model values $k_F=1.5$~\AA$^{-1}$ and $n=n_0[1+\alpha\cos(qx)]$ with $\alpha=0.2$, $q=0.3$~\AA$^{-1}$, so $q/k_F=0.2$. With $e^2/4\pi\varepsilon_0=14.39965$~eV\,\AA, $n_0=1.5^3/3\pi^2=0.11399$~\AA$^{-3}$, $e_x^{\rm LDA}=-3\times1.5\times14.39965/4\pi=-5.1565$~eV, and the local kernel is $-\pi\times14.39965/1.5^2=-20.106$~eV\,\AA$^3$. Here $\delta n_q=n_0\alpha/2$, so the second-order energy per electron is $fn_0\alpha^2/4$. Its local Coulomb part is $-20.106\times0.11399\times0.04/4=-22.92$~meV. Its gradient part is $e_x^{\rm LDA}\mu\langle s^2\rangle$ with $\langle s^2\rangle=\alpha^2q^2/8k_F^2=0.04\times0.09/(8\times2.25)=2.0\times10^{-4}$:
\begin{align*}
\mu=7/81:&\quad -5.1565\times0.08642\times2.0\times10^{-4}\ {\rm eV}=-0.0891\ {\rm meV},\\
\mu=10/81:&\quad -5.1565\times0.12346\times2.0\times10^{-4}\ {\rm eV}=-0.1273\ {\rm meV}.
\end{align*}
The unexpanded Coulomb kernel ($F=0.99666$, $\mu_{\rm eff}=0.12418$) gives $-0.1281$~meV and $f=-20.106\,(1+\frac98\times0.12418\times0.04)=-20.218$~eV\,\AA$^3$. Relative to that gradient energy, $10/81$ is short by less than $1\%$ and $7/81$ by about $30\%$. All these energies are exchange only and second order in $\alpha$; correlation and higher orders in the amplitude are left out. At $\alpha=0.2$ the latter are not negligible on this scale: they add about $-0.06$~meV to the local part, more than the $0.04$~meV between the two values of $\mu$, and raise the $s^2$ term by about $1.6\%$. The percentages above therefore compare linear-response kernels, not total energies of this density.

At this fixed $q$, the screening is now reduced. $E_{\rm grad}=e_x^{\rm LDA}\mu_{\rm eff}\langle s^2\rangle$ is the part beyond $L(\lambda)$.
\begin{center}
\begin{tabular}{cccccc}
$\lambda$ (\AA$^{-1}$) & $\xi$ & $81\mu(\lambda)$ & $81(\mu+\Delta\mu)$ & $81\mu_{\rm eff}$ & $E_{\rm grad}$ (meV)\\
1.5 & 0.2 & 2.278 & 2.285 & 2.284 & $-0.0291$\\
0.75 & 0.4 & 4.570 & 4.601 & 4.609 & $-0.0587$\\
0.3 & 1 & 6.298 & 6.465 & 6.485 & $-0.0826$\\
0.15 & 2 & 6.763 & 7.241 & 7.268 & $-0.0925$\\
0.075 & 4 & 6.925 & 7.939 & 7.975 & $-0.1015$\\
0.03 & 10 & 6.985 & 8.800 & 8.846 & $-0.1126$\\
0.0075 & 40 & 6.999 & 9.600 & 9.655 & $-0.1229$\\
0 & $\infty$ & 7 & 10 & 10.059 & $-0.1281$
\end{tabular}
\end{center}
The column $\mu(\lambda)$ saturates at $7$, while the actual kernel follows it for $\xi<1$, passes $7$ between $\xi=1$ and $2$ with no plateau, and rises to about $10$. A plateau near $7$ would need $q\ll\lambda\ll k_F$, and $q=0.2k_F$ leaves no room for it. The scaling function (\ref{dmu}) reaches half its jump at $\lambda=0.3/6.878=0.0436$~\AA$^{-1}$, and the full kernel at $\xi=40$ is still about $0.4$ short of the Coulomb entry. The fourth and fifth columns differ by at most $0.06$. At $\lambda=0$ that excess drops from $0.0588$ to $0.0146$ when $q$ is halved, which identifies it as a $q^4$ term of the kernel. In the first row the difference has the opposite sign; $\lambda=k_F$ lies outside the regime $\lambda\ll k_F$ in which (\ref{dmu}) was derived.

A density variation has a fixed nonzero $q$, and the Coulomb interaction has $\lambda=0$, so for the exact-exchange functional it lies at $\xi=\infty$ however slow the variation is. For a Yukawa exchange functional at finite $\lambda$ the gradient coefficient is (\ref{muY}), which stands for the kernel when $q\ll\lambda$ and $q\ll k_F$.
